**Effective number of independent readings in autoregressive thickness noise**

For $N$ stationary readings with noise standard deviation $\sigma$ and lag-one correlation $\rho$, the variance of the mean is $\sigma^2/N_{\rm eff}$, where $N_{\rm eff}=N/g$ and $g$ is the variance inflation. For $N=1000$ and $\rho=0.9$ the output gives $N_{\rm eff}=53.13$, and 52.63 from the long-run formula. The program asserts that the closed form for $g$ agrees with the variance found by propagating the uncorrelated drives through the recursion, for four pairs of $N$ and $\rho$, one with negative $\rho$. A covariance matrix built from the recursion is used to assert the correlations at several lags, the worth of the best linear mean, the count for estimating the variance, the bias of the sample variance and the effect of added white noise. Further assertions cover faster reading within a fixed duration and the run length worth 1000 independent readings. In 10 000 simulated Gaussian runs, the scatter of the mean, the coverage of intervals and the scatter of the estimated correlation and count are asserted to agree with the predictions within stated tolerances. The output shows that a nominal 95% interval that ignores correlation covers the true mean in about 35% of runs, and that a 2% white share of the variance lowers $N_{\rm eff}$ to 43.90. The drift, thermal and calibration figures are sizes computed from assumed inputs.

## Verification by program

```python
"""
Result under test: the mean of N readings with stationary first-order
autoregressive noise n[t] = rho*n[t-1] + e[t] has variance sigma^2/N_eff,
    N_eff = N/g,
    g = (1+rho)/(1-rho) - 2*rho*(1-rho^N)/(N*(1-rho)^2),
about 53 for N = 1000 and rho = 0.9.
sigma: standard deviation of one reading; rho: lag-one correlation;
e: uncorrelated drive; g: variance inflation relative to independent readings.
Thickness is in nm, time in s. Simulations use Gaussian noise.
"""
import numpy as np
from scipy.linalg import solve_triangular
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.stats import norm


def inflation(n, rho):
    """Derived closed form for g."""
    return ((1 + rho) / (1 - rho)
            - 2 * rho * (1 - rho**n) / (n * (1 - rho)**2))


def mean_variance_from_recursion(n, rho):
    """Variance of the mean for sigma = 1, from the weight of each drive."""
    weights = lfilter([1.0], [1.0, -rho], np.ones(n))[::-1]
    drive_variance = np.full(n, 1 - rho**2)
    drive_variance[0] = 1.0  # the first reading is already stationary
    return np.sum(weights**2 * drive_variance) / n**2


def covariance_from_recursion(n, rho):
    """Covariance matrix for sigma = 1, by solving the recursion."""
    system = np.eye(n) - rho * np.eye(n, k=-1)
    response = solve_triangular(system, np.eye(n), lower=True)
    drive_sd = np.full(n, np.sqrt(1 - rho**2))
    drive_sd[0] = 1.0
    response = response * drive_sd
    return response @ response.T


# Inputs: rough typical values for an in-line ellipsometer
N, rho = 1000, 0.9
sigma, interval, thickness = 0.05, 1.0, 100.0
white_fraction = 0.02
drift, calibration = 0.02, 0.1
expansion, temperature_change = 1e-5, 1.0

# Closed form against propagation of the drives, including negative rho
for n_test, rho_test in [(2, 0.5), (5, -0.4), (50, 0.9), (N, rho)]:
    direct = mean_variance_from_recursion(n_test, rho_test)
    assert np.isclose(direct, inflation(n_test, rho_test) / n_test, rtol=1e-10)

g = inflation(N, rho)
n_eff = N / g
n_short = N * (1 - rho) / (1 + rho)
assert abs(1 / mean_variance_from_recursion(N, rho) - 53) < 0.5
assert abs(n_short * mean_variance_from_recursion(N, rho) - 1) < 0.02

# Correlation at lag k
cov = covariance_from_recursion(N, rho)
for lag in (0, 1, 5, 20):
    assert np.allclose(np.diag(cov, lag), rho**lag, atol=1e-10)

# Best linear unbiased mean
n_best = (N - (N - 2) * rho) / (1 + rho)
assert np.isclose(np.sum(np.linalg.solve(cov, np.ones(N))), n_best, rtol=1e-8)
assert n_best > n_eff

# Independent count for estimating the variance (Gaussian, known mean)
n_variance = N / inflation(N, rho**2)
assert np.isclose(N**2 / np.sum(cov**2), n_variance, rtol=1e-8)

# Expected sample variance relative to sigma^2
s2_ratio = N * (1 - 1 / n_eff) / (N - 1)
centred = cov - cov.mean(axis=0)
assert np.isclose(np.trace(centred) / (N - 1), s2_ratio, rtol=1e-8)

# Correlation time, and faster reading within the same duration
tau = -interval / np.log(rho)
duration = N * interval
n_time = duration / (2 * tau)
n_fast = 1 / mean_variance_from_recursion(10 * N, rho**0.1)
ratio = tau / duration
n_continuous = 1 / (2 * ratio * (1 - ratio * (1 - np.exp(-1 / ratio))))
assert np.isclose(n_fast, n_continuous, rtol=1e-4)
assert n_fast / n_eff - 1 < 0.01

# Readings needed to be worth 1000 independent ones
n_needed = int(np.ceil(brentq(lambda n: n / inflation(n, rho) - N, N, 100 * N)))
assert 1 / mean_variance_from_recursion(n_needed, rho) >= N * (1 - 1e-10)
assert 1 / mean_variance_from_recursion(n_needed - 1, rho) < N

# White noise added while the total lag-one correlation stays at rho
phi = rho / (1 - white_fraction)
g_mixed = white_fraction + (1 - white_fraction) * inflation(N, phi)
n_mixed = N / g_mixed
cov_mixed = ((1 - white_fraction) * covariance_from_recursion(N, phi)
             + white_fraction * np.eye(N))
assert np.allclose(np.diag(cov_mixed, 1), rho, atol=1e-10)
assert np.isclose(1 / cov_mixed.mean(), n_mixed, rtol=1e-8)

# Simulated runs, analysed as a user would analyse them
rng = np.random.default_rng(12345)
runs = 10000
noise = rng.standard_normal((runs, N))
noise[:, 1:] *= np.sqrt(1 - rho**2)
noise = sigma * lfilter([1.0], [1.0, -rho], noise, axis=1)
means = noise.mean(axis=1)
noise -= means[:, None]
sum_squares = np.einsum("ij,ij->i", noise, noise)
s = np.sqrt(sum_squares / (N - 1))
r = np.einsum("ij,ij->i", noise[:, :-1], noise[:, 1:]) / sum_squares
n_estimated = N * (1 - r) / (1 + r)

u_mean = sigma / np.sqrt(n_eff)
u_naive = sigma / np.sqrt(N)
u_simulated = np.sqrt(np.mean(means**2))
# five standard errors of a standard deviation from this many runs
assert abs(u_simulated / u_mean - 1) < 5 / np.sqrt(2 * runs)

z95 = norm.ppf(0.975)
cover_naive = 2 * norm.cdf(z95 / np.sqrt(g)) - 1
cover_naive_sim = np.mean(np.abs(means) < z95 * s / np.sqrt(N))
cover_corrected_sim = np.mean(np.abs(means) < z95 * s / np.sqrt(n_estimated))
assert abs(cover_naive_sim - cover_naive) < 0.025
assert 0.91 < cover_corrected_sim < 0.95

# Large-N error estimates; tolerances allow for higher orders in 1/N
sd_r = np.sqrt((1 - rho**2) / N)
sd_n_eff = 2 * N / (1 + rho)**2 * sd_r
assert abs(r.std() / sd_r - 1) < 0.10
assert abs(n_estimated.std() / sd_n_eff - 1) < 0.15

# Sizes of the other neglected effects
drift_shift = np.mean(np.linspace(0, drift, N))
thermal_shift = thickness * expansion * temperature_change
u_total = np.hypot(u_mean, calibration)
assert calibration > max(u_mean, drift_shift, thermal_shift)

print(f"Readings N: {N}")
print(f"Lag-one correlation rho: {rho:.2f}")
print(f"Noise of one reading sigma: {sigma:.3f} nm")
print(f"Film thickness, nominal: {thickness:.0f} nm")
print(f"Reading interval: {interval:.1f} s")
print(f"Run duration: {duration:.0f} s")
print(f"Long-run inflation (1+rho)/(1-rho): {(1+rho)/(1-rho):.3f}")
print(f"End correction to inflation: {(1+rho)/(1-rho)-g:.3f}")
print(f"Full inflation g: {g:.3f}")
print(f"N_eff, short form: {n_short:.2f}")
print(f"N_eff, full form: {n_eff:.2f}")
print(f"Correlation time tau: {tau:.3f} s")
print(f"N_eff from duration/(2 tau): {n_time:.2f}")
print(f"N_eff, ten times faster reading: {n_fast:.2f}")
print(f"N_eff, continuous reading: {n_continuous:.2f}")
print(f"N_eff, best linear weights: {n_best:.2f}")
print(f"Independent count for the variance: {n_variance:.1f}")
print(f"Expected s^2/sigma^2: {s2_ratio:.4f}")
print(f"Readings worth {N} independent ones: {n_needed}")
print(f"Uncertainty of mean, naive: {u_naive:.5f} nm")
print(f"Uncertainty of mean, correct: {u_mean:.5f} nm")
print(f"Correct/naive uncertainty: {u_mean/u_naive:.3f}")
print(f"95% half-width, correct: {z95*u_mean:.5f} nm")
print(f"Simulated runs: {runs}")
print(f"Scatter of simulated means: {u_simulated:.5f} nm")
print(f"Naive 95% interval, predicted coverage: {100*cover_naive:.1f} %")
print(f"Naive 95% interval, simulated: {100*cover_naive_sim:.1f} %")
print(f"Corrected with estimated r, simulated: {100*cover_corrected_sim:.1f} %")
print(f"sd of estimated r, formula: {sd_r:.4f}")
print(f"sd of estimated r, simulated: {r.std():.4f}")
print(f"Mean of estimated r, simulated: {r.mean():.4f}")
print(f"sd of estimated N_eff, formula: {sd_n_eff:.2f}")
print(f"sd of estimated N_eff, simulated: {n_estimated.std():.2f}")
print(f"Mean of estimated N_eff, simulated: {n_estimated.mean():.2f}")
print(f"White share of variance: {100*white_fraction:.1f} %")
print(f"White noise sd: {sigma*np.sqrt(white_fraction):.5f} nm")
print(f"Slow-part correlation phi: {phi:.4f}")
print(f"N_eff with white share: {n_mixed:.2f}")
print(f"Uncertainty with white share: {sigma/np.sqrt(n_mixed):.5f} nm")
print(f"Drift over the run: {drift:.3f} nm")
print(f"Drift shift of mean from start value: {drift_shift:.4f} nm")
print(f"Expansion coefficient, rough: {expansion:.1e} per K")
print(f"Temperature change: {temperature_change:.1f} K")
print(f"Thermal thickness change: {thermal_shift:.4f} nm")
print(f"Calibration uncertainty: {calibration:.3f} nm")
print(f"Mean and calibration combined: {u_total:.5f} nm")
print("no test failed")
```

Output:

```
Readings N: 1000
Lag-one correlation rho: 0.90
Noise of one reading sigma: 0.050 nm
Film thickness, nominal: 100 nm
Reading interval: 1.0 s
Run duration: 1000 s
Long-run inflation (1+rho)/(1-rho): 19.000
End correction to inflation: 0.180
Full inflation g: 18.820
N_eff, short form: 52.63
N_eff, full form: 53.13
Correlation time tau: 9.491 s
N_eff from duration/(2 tau): 52.68
N_eff, ten times faster reading: 53.18
N_eff, continuous reading: 53.19
N_eff, best linear weights: 53.58
Independent count for the variance: 105.5
Expected s^2/sigma^2: 0.9822
Readings worth 1000 independent ones: 18991
Uncertainty of mean, naive: 0.00158 nm
Uncertainty of mean, correct: 0.00686 nm
Correct/naive uncertainty: 4.338
95% half-width, correct: 0.01344 nm
Simulated runs: 10000
Scatter of simulated means: 0.00682 nm
Naive 95% interval, predicted coverage: 34.9 %
Naive 95% interval, simulated: 34.8 %
Corrected with estimated r, simulated: 93.9 %
sd of estimated r, formula: 0.0138
sd of estimated r, simulated: 0.0141
Mean of estimated r, simulated: 0.8956
sd of estimated N_eff, formula: 7.64
sd of estimated N_eff, simulated: 7.89
Mean of estimated N_eff, simulated: 55.15
White share of variance: 2.0 %
White noise sd: 0.00707 nm
Slow-part correlation phi: 0.9184
N_eff with white share: 43.90
Uncertainty with white share: 0.00755 nm
Drift over the run: 0.020 nm
Drift shift of mean from start value: 0.0100 nm
Expansion coefficient, rough: 1.0e-05 per K
Temperature change: 1.0 K
Thermal thickness change: 0.0010 nm
Calibration uncertainty: 0.100 nm
Mean and calibration combined: 0.10023 nm
no test failed
```
